\section*{Zero-recoil photon corrections to vector and axial currents of equal charges}

\section{The decision}

A coupling is to be extracted from a transition between two fermions of the same charge, measured where the final fermion inherits the velocity of the initial one. The target accuracy is one part in a thousand. Must the amplitude be corrected for the photon exchanged across the current, and may one factor serve for both the vector and the axial part?

The decision rests on two numbers, $\delta_V$ and $\delta_A$, defined by saying that the tree matrix elements are multiplied by $1+\delta_V$ and $1+\delta_A$. To first order in $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ they are
\begin{align}
\delta_V&=\frac{3\alpha}{4\pi}\left[\frac{m_1+m_2}{m_1-m_2}\ln\frac{m_1}{m_2}-2\right],\label{V}\\
\delta_A&=\frac{3\alpha}{4\pi}\left[\frac{m_1+m_2}{m_1-m_2}\ln\frac{m_1}{m_2}-\frac83\right].\label{A}
\end{align}
For equal masses the logarithmic term tends to 2, so $\delta_V=0$ and $\delta_A=-\alpha/(2\pi)$. At a mass ratio of 3 the vector correction is about a third of the target accuracy, while the axial one is about four fifths of it and of opposite sign. The two differ by $\alpha/(2\pi)=1.16\times10^{-3}$ at every mass ratio, so applying the vector factor to the axial part, or the reverse, misses the target. A compromise factor midway between them errs by $\alpha/(4\pi)=0.58\times10^{-3}$ in each: inside the target, but using more than half the allowed error. Both corrections stay below $10^{-3}$ in size only for $m_1/m_2$ between about 2.1 and 6.75 (or the inverse range); outside it at least one amplitude must be corrected.

\section{Setting and conventions}

The current is $\bar\psi_2\Gamma\psi_1$ with $\Gamma=\gamma^\mu$ or $\gamma^\mu\gamma_5$. It carries no charge, since both fermions have charge $\pm e$; for charge $Qe$, replace $\alpha$ by $Q^2\alpha$. Zero recoil means
\begin{equation}
p_1=m_1v,\qquad p_2=m_2v,\qquad v^2=1 .
\end{equation}
Inside the loop $\hbar=c=1$ and $e^2=4\pi\alpha$. The metric is $(+,-,-,-)$, the photon is in Feynman gauge, and divergent pieces are defined in $d$ dimensions. The matrix $\gamma_5$ anticommutes with every $\gamma^\mu$; this is consistent here because the fermion line is open and no trace occurs. It also fixes the normalization of the axial current, and another normalization would change the constant in \eqref{A}.

Both spinors obey $\slashed v u=u$, where $\slashed v=v_\mu\gamma^\mu$. Two consequences are needed:
\begin{align}
\bar u_2\gamma^\mu u_1&=\tfrac12\bar u_2(\slashed v\gamma^\mu+\gamma^\mu\slashed v)u_1=v^\mu\bar u_2u_1,\label{vec}\\
\bar u_2\slashed v\gamma_5u_1&=\bar u_2\gamma_5u_1=-\bar u_2\slashed v\gamma_5u_1=0.\label{ax}
\end{align}
In \eqref{ax}, $\slashed v$ acts first to the left; then $\gamma_5u_1=\gamma_5\slashed vu_1=-\slashed v\gamma_5u_1$. The vector current thus has a component along $v$, and the axial current is transverse to $v$.

Each external leg contributes $\sqrt{Z_2}$. With $Z_2=1+\delta Z_2$ and vertex correction $\Lambda$,
\begin{equation}
\delta=\Lambda(m_1,m_2)+\tfrac12\delta Z_2(m_1)+\tfrac12\delta Z_2(m_2).\label{lsz}
\end{equation}

\section{The vertex numerator}

Let $k$ be the loop momentum and $\omega=v\cdot k$. The fermion denominators are $(p_i+k)^2-m_i^2=D_i$ with
\begin{equation}
D_i=k^2+2m_i\omega .
\end{equation}
Two photon vertices, two fermion propagators and one photon propagator supply $(-ie)^2\,i^2\,(-i)=-ie^2$. Hence
\begin{equation}
\Lambda=-ie^2\int\!\frac{d^dk}{(2\pi)^d}\,\frac{N}{k^2D_1D_2},
\end{equation}
where, between spinors,
\begin{equation}
N\Gamma=\gamma^\alpha(\slashed p_2+\slashed k+m_2)\Gamma(\slashed p_1+\slashed k+m_1)\gamma_\alpha .
\end{equation}
Since $(\slashed p_1+m_1)\gamma_\alpha u_1=2p_{1\alpha}u_1-\gamma_\alpha(\slashed p_1-m_1)u_1=2m_1v_\alpha u_1$, and likewise on the left,
\begin{align}
N\Gamma&=(2m_2v^\alpha+\gamma^\alpha\slashed k)\Gamma(2m_1v_\alpha+\slashed k\gamma_\alpha)\nonumber\\
&=4m_1m_2\Gamma+2m_2\Gamma\slashed k+2m_1\slashed k\Gamma+\gamma^\alpha\slashed k\Gamma\slashed k\gamma_\alpha .
\end{align}
The denominators depend on $k^2$ and $\omega$ alone, so directions transverse to $v$ can be averaged:
\begin{equation}
k^\rho\to\omega v^\rho,\qquad
k^\rho k^\sigma\to\omega^2v^\rho v^\sigma+\frac{k^2-\omega^2}{d-1}(g^{\rho\sigma}-v^\rho v^\sigma).
\end{equation}
The linear terms become $2(m_1+m_2)\omega\Gamma$. The quadratic term needs two contractions. From $\gamma^\alpha\gamma^\nu\gamma_\alpha=(2-d)\gamma^\nu$, used twice,
\begin{equation}
\gamma^\alpha\gamma_\rho\Gamma\gamma^\rho\gamma_\alpha=(2-d)^2\Gamma
\end{equation}
for both currents, because $\gamma_5$ passes two matrices without a sign. With $\slashed v\gamma^\mu\slashed v=2v^\mu\slashed v-\gamma^\mu$,
\begin{equation}
\gamma^\alpha\slashed v\gamma^\mu\slashed v\gamma_\alpha=(2-d)(2v^\mu\slashed v-\gamma^\mu).
\end{equation}
By \eqref{vec} this equals $(2-d)\gamma^\mu$ between spinors. In the axial case the same expression is followed by $\gamma_5$, and \eqref{ax} removes its first term, leaving $-(2-d)\gamma^\mu\gamma_5$. With $s=+1$ for vector and $s=-1$ for axial, the quadratic term is
\begin{equation}
Q_s=\frac{k^2-\omega^2}{d-1}\left[(2-d)^2-s(2-d)\right]+s(2-d)\omega^2 .
\end{equation}
For $s=1$ the square bracket is $(2-d)(1-d)=(d-2)(d-1)$, so $Q_+=(d-2)(k^2-2\omega^2)$ and
\begin{equation}
N_V=4m_1m_2+2(m_1+m_2)\omega+(d-2)(k^2-2\omega^2).\label{NV}
\end{equation}
The terms odd in $s$ give the difference
\begin{equation}
N_A-N_V=2(d-2)\left[\omega^2-\frac{k^2-\omega^2}{d-1}\right]=\frac{2(d-2)}{d-1}(d\omega^2-k^2).\label{NA}
\end{equation}

\section{The leg factors from the Ward identity}

The self-energy in the same conventions is
\begin{equation}
\Sigma(p)=-ie^2\int\!\frac{d^dk}{(2\pi)^d}\frac1{k^2}\gamma^\alpha\frac1{\slashed p+\slashed k-m}\gamma_\alpha .
\end{equation}
Differentiating an inverse matrix gives $\partial_{p_\mu}(\slashed q-m)^{-1}=-(\slashed q-m)^{-1}\gamma^\mu(\slashed q-m)^{-1}$ for $q=p+k$. Therefore $\partial\Sigma/\partial p_\mu$ is minus the equal-mass vector vertex.

Write $\Sigma=a(p^2)+\slashed p\,b(p^2)$. The propagator $i/(\slashed p-m-\Sigma)$, with the mass shift absorbed in $m$, has residue $1+\delta Z_2$ with $\delta Z_2=b+2m(a'+mb')$. The same combination appears in $\bar u(\partial\Sigma/\partial p_\mu)u=v^\mu[b+2m(a'+mb')]\bar uu$. Thus
\begin{equation}
\delta Z_2(m)=-\Lambda_V(m,m),
\end{equation}
and \eqref{lsz} becomes
\begin{equation}
\delta_V=\Lambda_V(m_1,m_2)-\tfrac12\Lambda_V(m_1,m_1)-\tfrac12\Lambda_V(m_2,m_2).
\end{equation}
This vanishes for $m_1=m_2$: the current then measures a conserved particle number, which photon exchange cannot change.

\section{The vector correction as one finite integral}

The three vertices contain ultraviolet and infrared divergences. They cancel when the integrands are added first. Let $a_i=1/D_i$ and $b_i=m_i/D_i$. Leaving aside the common $1/k^2$, equation \eqref{NV} gives for the first vertex
\begin{equation}
4b_1b_2+2\omega(b_1a_2+a_1b_2)+(d-2)(k^2-2\omega^2)a_1a_2 .
\end{equation}
Subtracting half of each equal-mass expression completes the products to
\begin{equation}
-2(b_1-b_2)^2-2\omega(b_1-b_2)(a_1-a_2)-\frac{d-2}2(k^2-2\omega^2)(a_1-a_2)^2 .
\end{equation}
The differences are
\begin{align}
b_1-b_2&=\frac{m_1D_2-m_2D_1}{D_1D_2}=\frac{(m_1-m_2)k^2}{D_1D_2},\\
a_1-a_2&=\frac{D_2-D_1}{D_1D_2}=-\frac{2(m_1-m_2)\omega}{D_1D_2}.
\end{align}
The sum is $(m_1-m_2)^2/(D_1D_2)^2$ times
\begin{equation}
-2k^4+4\omega^2k^2-2(d-2)\omega^2(k^2-2\omega^2)\;\xrightarrow{d=4}\;8\omega^4-2k^4 .
\end{equation}
So
\begin{equation}
\delta_V=-ie^2(m_1-m_2)^2\int\!\frac{d^4k}{(2\pi)^4}\frac{8\omega^4-2k^4}{k^2D_1^2D_2^2}.\label{finite}
\end{equation}
At large $k$ the integrand falls as $k^{-6}$, which converges in four dimensions. The small-$k$ region is settled by the contour below, and with it the step $d\to4$.

\section{Doing the integral}

In the rest frame of $v$, $\omega=k^0$. The poles in $k^0$ lie just below the positive and just above the negative real axis, so the path may be turned to the imaginary axis. Put $k^0=iKz$ with $z=\cos\chi$; then
\begin{equation}
k^2=-K^2,\quad D_i=-K(K-2im_iz),\quad d^4k=4\pi i\,K^3dK\,\sin^2\!\chi\,d\chi .
\end{equation}
The numerator is $K^4(8z^4-2)$, and $k^2D_1^2D_2^2$ is $-K^6$ times the squared brackets. The constants combine to $-4\pi e^2/(2\pi)^4=-\alpha/\pi^2$:
\begin{equation}
\delta_V=-\frac{\alpha}{\pi^2}(m_1-m_2)^2\!\int_0^\infty\!\!K\,dK\!\int_{-1}^{1}\!\!dz\,\frac{\sqrt{1-z^2}\,(8z^4-2)}{(K-2im_1z)^2(K-2im_2z)^2}.
\end{equation}
The angle is integrated first. For $K>0$ the poles sit at $z=-iK/(2m_i)$, in the lower half-plane, so the $z$ path can be lifted to the upper unit semicircle $C$ from $-1$ to $1$. On $C$ one has $|K-2im_iz|\ge2m_i$, and the double integral converges absolutely. The same lifting works in $d$ dimensions, where the weights are $K^{d-1}$ and $(1-z^2)^{(d-3)/2}$; convergence is then uniform near $d=4$, which justifies setting $d=4$.

The order may now be exchanged. At fixed $z$ on $C$, substitute $K=-2izy$. The factor $-iz$ has positive real part inside $C$, whereas the poles $K=2im_iz$ have negative real part, so turning the ray to $y>0$ crosses none of them, and the arc at infinity vanishes. With $K\,dK=-4z^2y\,dy$ and $K-2im_iz=-2iz(y+m_i)$,
\begin{equation}
\int_0^\infty\!\frac{K\,dK}{(K-2im_1z)^2(K-2im_2z)^2}=-\frac{R}{4z^2},\quad
R=\int_0^\infty\!\frac{y\,dy}{(y+m_1)^2(y+m_2)^2}.
\end{equation}
The remaining angular factor is $\int_C dz\sqrt{1-z^2}\,(8z^2-2/z^2)$. Its first part is $8\int_0^\pi\sin^2\!\chi\cos^2\!\chi\,d\chi=\pi$. For the second,
\begin{equation}
\int_C\frac{\sqrt{1-z^2}}{z^2}dz=\left[-\frac{\sqrt{1-z^2}}z-\arcsin z\right]_{-1}^{1}=-\pi ,
\end{equation}
which contributes $+2\pi$. The total is $3\pi$, and
\begin{equation}
\delta_V=\frac{3\alpha}{4\pi}(m_1-m_2)^2R .\label{R}
\end{equation}

For $R$, let $\Delta=m_1-m_2$ and square $\Delta/[(y+m_1)(y+m_2)]=1/(y+m_2)-1/(y+m_1)$. Multiplying by $y$ and using
\begin{equation}
\frac{y}{(y+m)^2}=\frac1{y+m}-\frac m{(y+m)^2},\quad
\frac{y}{(y+m_1)(y+m_2)}=\frac1\Delta\left[\frac{m_1}{y+m_1}-\frac{m_2}{y+m_2}\right],
\end{equation}
the coefficient of $1/(y+m_1)$ is $1-2m_1/\Delta=-(m_1+m_2)/\Delta$, and that of $1/(y+m_2)$ is $1+2m_2/\Delta=(m_1+m_2)/\Delta$. Each term $-m_i/(y+m_i)^2$ integrates to $-1$. Hence
\begin{equation}
\Delta^2R=\frac{m_1+m_2}{\Delta}\left[\ln\frac{y+m_2}{y+m_1}\right]_0^\infty-2
=\frac{m_1+m_2}{m_1-m_2}\ln\frac{m_1}{m_2}-2 ,
\end{equation}
which proves \eqref{V}.

\section{The axial correction}

The leg factors are the same for both currents, so $\delta_A-\delta_V=\Lambda_A-\Lambda_V$. By \eqref{NA} the numerator is proportional to $d\omega^2-k^2$, whose average over all directions in $d$ dimensions is zero. This removes the logarithmic ultraviolet divergence, and $d=4$ may be set. Then $N_A-N_V=\tfrac43(4\omega^2-k^2)=\tfrac43K^2(1-4z^2)$ and
\begin{equation}
\delta_A-\delta_V=-\frac{4\alpha}{3\pi^2}\int_0^{M}\!\!K\,dK\int_C dz\,\frac{\sqrt{1-z^2}\,(1-4z^2)}{(K-2im_1z)(K-2im_2z)},\quad M\to\infty .
\end{equation}
The substitution $K=-2izy$ turns the radial part into
\begin{align}
\int_0^{M/(-2iz)}\!\!\frac{y\,dy}{(y+m_1)(y+m_2)}
&=\frac1\Delta\Big[m_1\ln(y+m_1)-m_2\ln(y+m_2)\Big]_0^{M/(-2iz)}\nonumber\\
&\to\ln\frac M2-\ln(-iz)-\frac{m_1\ln m_1-m_2\ln m_2}{\Delta}.
\end{align}
Everything independent of $z$, including all mass dependence, multiplies $\int_0^\pi\sin^2\!\chi(1-4\cos^2\!\chi)d\chi=\pi/2-\pi/2=0$. The term $-\ln(-iz)$ survives. Its singularity at $z=0$ is integrable, so the path returns to the real axis, where $\ln(-iz)=\ln|z|\mp i\pi/2$ for $z\gtrless0$. The imaginary part is odd and drops out:
\begin{equation}
\delta_A-\delta_V=\frac{4\alpha}{3\pi^2}J,\qquad J=\int_0^\pi\!\sin^2\!\chi\,(1-4\cos^2\!\chi)\ln|\cos\chi|\,d\chi .
\end{equation}
Since $\sin^2\!\chi(1-4\cos^2\!\chi)=\frac{d}{d\chi}(-\sin^3\!\chi\cos\chi)$, integration by parts has no boundary terms and gives $J=-\int_0^\pi\sin^4\!\chi\,d\chi=-3\pi/8$. Thus
\begin{equation}
\delta_A-\delta_V=-\frac{\alpha}{2\pi}=-\frac{3\alpha}{4\pi}\cdot\frac23
\end{equation}
for any pair of masses. This turns the 2 of \eqref{V} into the $8/3$ of \eqref{A}. At equal masses it is the whole axial correction: the axial current at rest measures spin, and no conserved charge protects its normalization when the fermion has mass.

\section{Limits}

Let $L=\ln(m_1/m_2)$. Then $(m_1+m_2)/(m_1-m_2)=\coth(L/2)$, and both corrections are even in $L$: exchanging the masses changes nothing.

\emph{Nearly equal masses.} With $\coth x\simeq1/x+x/3$, $L\coth(L/2)-2\simeq L^2/6$, so $\delta_V\simeq\alpha L^2/(8\pi)$. The correction is of second order in the mass difference, as the prefactor in \eqref{R} shows. Since $R>0$, it is never negative.

\emph{Very different masses.} For $m_1\gg m_2$ the brackets tend to $L-2$ and $L-8/3$. The function $L\coth(L/2)$ grows steadily for $L>0$, because with $x=L/2$ its $x$-derivative is $(\sinh2x-2x)/\sinh^2x>0$. The axial correction therefore changes sign at one ratio above 1. A numerical root search puts it at $m_1/m_2=7.91$.

\section{Worked example}

The SI constants give $\alpha=7.29735\times10^{-3}$ and $3\alpha/(4\pi)=1.7421\times10^{-3}$. Take $m_1/m_2=3$. Then
\begin{equation}
\frac{3+1}{3-1}\ln3=2\times1.09861=2.19722 .
\end{equation}
The vector bracket is $0.19722$ and the axial one $-0.46944$, so
\begin{align}
\delta_V&=1.7421\times10^{-3}\times0.19722=3.44\times10^{-4},\\
\delta_A&=1.7421\times10^{-3}\times(-0.46944)=-8.18\times10^{-4}.
\end{align}
Numerical quadrature of the radial integral gives $R=0.049306/m_2^2$, and $(3-1)^2\times0.049306=0.19722$ is the same vector bracket. The rate without a real photon contains the squared amplitude, $1+2\delta$ to this order: the vector rate rises by $0.07\%$ and the axial rate falls by $0.16\%$, each relative to its tree value. Undetected real photons add a further term of the same order in $\alpha$, discussed in the last section.

Other ratios, from \eqref{V} and \eqref{A}:
\begin{center}
\begin{tabular}{rrr}
$m_1/m_2$ & $10^3\delta_V$ & $10^3\delta_A$\\
1 & 0.00 & $-1.16$\\
2 & 0.14 & $-1.02$\\
3 & 0.34 & $-0.82$\\
10 & 1.42 & 0.26\\
100 & 4.70 & 3.54
\end{tabular}
\end{center}
At a ratio of 10 the vector correction is the larger one and exceeds the $10^{-3}$ target, while the axial one is about a quarter of it. At 100 the limiting form $L-2=2.605$ still lies below the full bracket $2.698$; the gap is $2L/(m_1/m_2-1)=0.093$.

\section{Where the result stops}

The absence of an infrared divergence depends on equal charges and equal velocities. The amplitude for emitting a soft photon is proportional to
\begin{equation}
\frac{p_2^\mu}{p_2\cdot k}-\frac{p_1^\mu}{p_1\cdot k}=\frac{v^\mu}{v\cdot k}-\frac{v^\mu}{v\cdot k}=0 .
\end{equation}
This cancels the $1/k$ term only. The emission amplitude keeps a finite part of order $k^0$, so undetected photons up to an energy $E_{\max}$ raise a measured rate by a relative amount of order $(\alpha/2\pi)(E_{\max}/m)^2$, with $m$ the lighter mass; this is negligible beside $2\delta$ only for $E_{\max}\ll m$. With recoil the two terms differ, and soft emission must be included with the loop. If the charges differ, the current itself carries charge, and photons coupled to whatever absorbs that charge must be added.

The formulas hold at first order in $\alpha$ for pointlike fermions without other interactions. Omitted terms are nominally of relative size $(\alpha/\pi)^2\approx5\times10^{-6}$ in the amplitude, but logarithms of a large mass ratio can enhance them, including the ratio to any lighter charged fermion in the vacuum polarization: for $\tau$ and $\mu$ masses the electron loop adds about $2\times10^{-5}$ to $\delta_V$. Once $\alpha L/\pi$ is no longer small, a first-order formula is insufficient.

All numerical values are calculated from the stated model.
